# Four Radial Quadrature Rules for n^(4/3) and B88 Exchange: a numerical check

```python
"""Radial quadrature of n^(4/3) and B88 exchange for a two-exponent density.

Result under test: four radial rules are trapezoid sums in a mapped variable.
Their errors follow from endpoint powers (c*y^p gives c*zeta(-p)*h^(p+1))
and, for the double-exponential rule, from the complex zero of the density.
n(r) = A exp(-a r) + B exp(-b r), in hartree atomic units, closed shell.
R, ALPHA, XI: length scales of the Murray-Handy-Laming, Mura-Knowles and
Treutler-Ahlrichs rules; T0, T1: range of the double-exponential variable.
"""
import math
import numpy as np
from mpmath import mp
from scipy import constants
from pyscf import dft

mp.dps = 40
a, b = 7.0, 1.5
N1, N2 = 2, 2
A = N1 * a**3 / (8 * math.pi)
B = N2 * b**3 / (8 * math.pi)
R, ALPHA, XI = 1.0, 5.0, 1.0
T0, T1 = -2.5, 3.5
BETA = 0.0042
CX = 1.5 * (3 / (4 * math.pi))**(1 / 3)


def log_density(r, lib):
    """Return ln n and |n'|/n without forming a possibly underflowed n."""
    ratio = (A / B) * lib.exp(-(a - b) * r)
    log_n = lib.log(B) - b * r + lib.log(1 + ratio)
    return log_n, (b + a * ratio) / (1 + ratio)


def density(r, lib):
    return lib.exp(log_density(r, lib)[0])


def n43(r, lib):
    return lib.exp(4 * log_density(r, lib)[0] / 3)


def b88_gradient(r, lib):
    log_n, slope = log_density(r, lib)
    log_s = log_n - lib.log(2)
    cube_root = lib.exp(log_s / 3)
    asinh_x = lib.log(slope + lib.sqrt(slope**2 + cube_root**2)) - log_s / 3
    denominator = cube_root / slope + 6 * BETA * asinh_x
    return -2 * BETA * slope * lib.exp(log_s) / denominator


def b88(r, lib):
    log_s = log_density(r, lib)[0] - lib.log(2)
    return -2 * CX * lib.exp(4 * log_s / 3) + b88_gradient(r, lib)


# Each rule returns nodes r and weights for dr (the factor 4 pi r^2 is separate).
def murray(i, n, lib):
    j = n + 1 - i
    return R * (i / j)**2, 2 * R * i * (n + 1) / j**3


def mura(i, n, lib):
    x = i / (n + 1)
    rest = 1 - x**3
    return -ALPHA * lib.log(rest), 3 * ALPHA * x**2 / rest / (n + 1)


def treutler(i, n, lib):
    theta = i * lib.pi / (n + 1)
    plus = 2 * lib.cos(theta / 2)**2
    minus = 2 * lib.sin(theta / 2)**2
    log_part = -2 * lib.log(lib.sin(theta / 2))
    scale = XI / lib.log(2)
    power = plus**0.6
    drdx = scale * power * (0.6 * log_part / plus + 1 / minus)
    return scale * power * log_part, drdx * lib.sin(theta) * lib.pi / (n + 1)


def double_exp(i, n, lib):
    h = (T1 - T0) / (n - 1)
    t = T0 + (i - 1) * h
    r = lib.exp(t - lib.exp(-t))
    return r, h * r * (1 + lib.exp(-t))


def integrate(rule, f, n, lib=np):
    if lib is np:
        r, w = rule(np.arange(1.0, n + 1.0), n, np)
        return float(4 * np.pi * np.sum(r**2 * w * f(r, np)))
    total = mp.mpf(0)
    for k in range(1, n + 1):
        r, w = rule(mp.mpf(k), n, mp)
        total += r**2 * w * f(r, mp)
    return 4 * mp.pi * total


# Reference integrals: piecewise high-precision quadrature directly in r.
pieces = [0, 0.5, 1, 1.5, 2, 3, 4, 6, 8, 12, 16, 24, 32, 48, 80]
reference = {}
for f in (n43, b88):
    value, err = mp.quad(lambda r: r**2 * f(r, mp), pieces, error=True)
    assert err < mp.mpf(10)**(-29)
    reference[f] = 4 * mp.pi * value
I_ref, E_ref = float(reference[n43]), float(reference[b88])
electrons = integrate(double_exp, density, 100)
assert abs(electrons - N1 - N2) < 1e-12

# The stable energy density against libxc, and its far-tail limit.
r_test = np.linspace(0.01, 10.0, 60)
n_test = A * np.exp(-a * r_test) + B * np.exp(-b * r_test)
rho = np.zeros((4, r_test.size))
rho[0] = n_test
rho[1] = -a * A * np.exp(-a * r_test) - b * B * np.exp(-b * r_test)
exc = dft.libxc.eval_xc('B88,', rho, spin=0, deriv=1)[0]
libxc_dev = float(np.max(np.abs(b88(r_test, np) / (n_test * exc) - 1)))
assert libxc_dev < 1e-8
r_far = mp.mpf(10000)
tail_ratio = b88_gradient(r_far, mp) / (-density(r_far, mp) / (2 * r_far))
assert abs(tail_ratio - 1) < 1e-3

# Textbook form of B88 in double precision on a far-reaching grid.
r_mhl = murray(np.arange(1.0, 101.0), 100, np)[0]
with np.errstate(all='ignore'):
    ns = (A * np.exp(-a * r_mhl) + B * np.exp(-b * r_mhl)) / 2
    gs = (a * A * np.exp(-a * r_mhl) + b * B * np.exp(-b * r_mhl)) / 2
    xs = gs / ns**(4 / 3)
    naive = -2 * ns**(4 / 3) * (
        CX + BETA * xs**2 / (1 + 6 * BETA * xs * np.arcsinh(xs)))
bad_nodes = int(np.sum(~np.isfinite(naive)))
assert bad_nodes > 0 and np.all(np.isfinite(b88(r_mhl, np)))

# Murray-Handy-Laming: leading endpoint error for both integrands.
mhl = {}
for f in (n43, b88):
    actual = integrate(murray, f, 100) - float(reference[f])
    predicted = -4 * math.pi * R**3 * float(f(0.0, np)) / 126 / 101**6
    mhl[f] = (actual, predicted)
    assert abs(actual / predicted - 1) < 0.02


def tail_error(lam, s, h):
    q0 = mp.mpf(4) * b * lam / 3
    second = mp.diff(lambda q: (s * h)**q * mp.zeta(1 - q), q0, 2)
    return 4 * mp.pi * mp.mpf(B)**(mp.mpf(4) / 3) * lam**3 * second


# Mura-Knowles and Treutler-Ahlrichs: asymptotic errors for n^(4/3).
mk_actual = integrate(mura, n43, 800, mp) - reference[n43]
mk_pred = tail_error(mp.mpf(ALPHA), 3, mp.mpf(1) / 801)
assert abs(mk_actual / mk_pred - 1) < 0.1
lam_ta = mp.mpf(2)**1.6 * XI / mp.log(2)
h_ta = mp.pi / 401
c0 = XI / (2 * mp.log(2)) * mp.mpf(2)**(-1.6)
near = 4 * mp.pi * n43(mp.mpf(0), mp) * 3.2 * c0**3
near *= mp.zeta(-8.6) * h_ta**9.6
ta_actual = integrate(treutler, n43, 400, mp) - reference[n43]
ta_pred = tail_error(lam_ta, mp.mpf(1) / 2, h_ta) + near
assert abs(ta_actual / ta_pred - 1) < 0.05

# B88 order in the tail: b*lambda; logarithms make the local slope deviate.
slopes = {}
for name, rule, lam in (('MK', mura, ALPHA), ('TA', treutler, lam_ta)):
    e1 = abs(integrate(rule, b88, 400, mp) - reference[b88])
    e2 = abs(integrate(rule, b88, 800, mp) - reference[b88])
    slopes[name] = (float(mp.log(e1 / e2) / mp.log(mp.mpf(801) / 401)),
                    float(b * lam))
    assert abs(slopes[name][0] - slopes[name][1]) < 0.5

# Double exponential: error amplitude from the complex zero of the density.
r_star = (mp.log(A / B) + 1j * mp.pi) / (a - b)
t_star = mp.findroot(lambda t: t - mp.exp(-t) - mp.log(r_star),
                     mp.mpc(0.55, 0.38))
strip = t_star.imag
dr_star = r_star * (1 + mp.exp(-t_star))
dn_star = -a * A * mp.exp(-a * r_star) - b * B * mp.exp(-b * r_star)
c_abs = 4 * mp.pi * abs(r_star**2 * dr_star)
c_abs *= abs(dn_star * dr_star)**(mp.mpf(4) / 3)


def shifted_error(h, offset):
    total = mp.mpf(0)
    for k in range(int(-3.6 / h), int(5 / h) + 1):
        t = (k + offset) * h
        r = mp.exp(t - mp.exp(-t))
        total += r**3 * (1 + mp.exp(-t)) * n43(r, mp)
    return 4 * mp.pi * h * total - reference[n43]


h_de = mp.mpf(1) / 20
omega = 2 * mp.pi / h_de
# A quarter-step shift turns the oscillating error by 90 degrees.
de_actual = mp.sqrt(shifted_error(h_de, mp.mpf(0))**2
                    + shifted_error(h_de, mp.mpf(1) / 4)**2)
de_pred = 4 * c_abs * abs(mp.sin(4 * mp.pi / 3)) * mp.gamma(mp.mpf(7) / 3)
de_pred *= omega**(-mp.mpf(7) / 3) * mp.exp(-omega * strip)
assert abs(de_actual / de_pred - 1) < 0.2

# Without the second exponent the branch point is absent.
single = integrate(double_exp, lambda r, lib: lib.exp(-4 * b * r / 3), 25)
single_exact = 8 * math.pi / (4 * b / 3)**3
err_single = abs(single / single_exact - 1)
err_two = abs(integrate(double_exp, n43, 25) / I_ref - 1)
assert err_single < 0.01 * err_two

rules = (murray, mura, treutler, double_exp)
counts = (10, 20, 30, 40, 60, 80, 100)
table = {}
for f in (n43, b88):
    for n in counts:
        table[f, n] = [abs(integrate(rule, f, n) / float(reference[f]) - 1)
                       for rule in rules]
    assert max(table[f, 100]) < 1e-10
    assert table[f, 100][3] < 2e-14
assert table[b88, 100][1] > 5 * table[n43, 100][1]

hartree_ev = constants.value('Hartree energy in eV')
slater = -CX * 2**(-1 / 3) * I_ref
print(f"exponents a, b = {a}, {b} bohr^-1; electrons {N1} + {N2}")
print(f"prefactors A, B = {A:.6f}, {B:.6f} bohr^-3")
print(f"R, alpha, xi = {R}, {ALPHA}, {XI} bohr; t from {T0} to {T1}")
print(f"B88 beta = {BETA}; C_x = {CX:.8f}")
print(f"integrated density = {electrons:.12f} electrons")
print(f"integral of n^(4/3) = {I_ref:.12f} bohr^-1")
print(f"Slater part of exchange = {slater:.10f} hartree")
print(f"B88 gradient part = {E_ref - slater:.10f} hartree")
print(f"B88 exchange = {E_ref:.10f} hartree = {E_ref * hartree_ev:.6f} eV")
print(f"largest relative deviation from libxc = {libxc_dev:.1e}")
print(f"gradient part / (-n/(2r)) at r = 10000 bohr: {float(tail_ratio):.6f}")
print(f"MHL, 100 points: outermost r = {r_mhl[-1]:.1f} bohr")
print(f"non-finite textbook B88 values there: {bad_nodes} nodes")
for f, title in ((n43, 'n^(4/3)'), (b88, 'B88')):
    print(f"relative error, {title}: points, MHL, MK, TA, DE")
    for n in counts:
        print(f"{n:4d} " + " ".join(f"{e:9.1e}" for e in table[f, n]))
print("signed errors, actual and predicted:")
print(f"MHL n^(4/3), 100 points: {mhl[n43][0]:.4e}, {mhl[n43][1]:.4e} bohr^-1")
print(f"MHL B88, 100 points: {mhl[b88][0]:.4e}, {mhl[b88][1]:.4e} hartree")
print(f"MK n^(4/3), 800 points: {float(mk_actual):.4e}, "
      f"{float(mk_pred):.4e} bohr^-1")
print(f"TA n^(4/3), 400 points: {float(ta_actual):.4e}, "
      f"{float(ta_pred):.4e} bohr^-1")
print(f"tail orders for n^(4/3): MK {4 * b * ALPHA / 3:.3f}, "
      f"TA {float(4 * b * lam_ta / 3):.3f}")
for name, (seen, limit) in slopes.items():
    print(f"{name} B88 order, 400 to 800 points: {seen:.3f}; limit {limit:.3f}")
print(f"density zero r* = {float(r_star.real):.5f} + "
      f"{float(r_star.imag):.5f} i bohr")
print(f"its image t* = {float(t_star.real):.5f} + {float(strip):.5f} i")
print(f"DE amplitude, h = {float(h_de):.2f}: actual {float(de_actual):.4e}, "
      f"predicted {float(de_pred):.4e} bohr^-1")
per_decade = math.log(10) * (T1 - T0) / (2 * math.pi * float(strip))
print(f"DE points per decimal digit, exponential factor: {per_decade:.2f}")
print(f"DE relative error, 25 points: two exponents {err_two:.1e}, "
      f"one exponent {err_single:.1e}")
print("success")
```

Printed output:

```
exponents a, b = 7.0, 1.5 bohr^-1; electrons 2 + 2
prefactors A, B = 27.295073, 0.268574 bohr^-3
R, alpha, xi = 1.0, 5.0, 1.0 bohr; t from -2.5 to 3.5
B88 beta = 0.0042; C_x = 0.93052574
integrated density = 4.000000000000 electrons
integral of n^(4/3) = 3.303030596200 bohr^-1
Slater part of exchange = -2.4394822025 hartree
B88 gradient part = -0.3365721088 hartree
B88 exchange = -2.7760543113 hartree = -75.540286 eV
largest relative deviation from libxc = 3.1e-15
gradient part / (-n/(2r)) at r = 10000 bohr: 0.999647
MHL, 100 points: outermost r = 10000.0 bohr
non-finite textbook B88 values there: 4 nodes
relative error, n^(4/3): points, MHL, MK, TA, DE
  10   2.9e-04   2.7e-05   7.6e-05   2.8e-02
  20   3.3e-07   1.9e-09   1.5e-08   1.1e-05
  30   4.6e-09   7.1e-11   1.3e-11   6.7e-08
  40   5.3e-10   6.1e-13   1.8e-13   3.6e-10
  60   4.9e-11   1.1e-13   1.4e-14   2.9e-14
  80   8.9e-12   1.3e-14   2.0e-15   1.1e-16
 100   2.4e-12   2.0e-15   0.0e+00   4.4e-16
relative error, B88: points, MHL, MK, TA, DE
  10   1.4e-04   1.9e-05   7.1e-05   1.9e-02
  20   3.2e-07   8.4e-08   7.0e-08   1.2e-05
  30   6.4e-08   1.3e-09   1.6e-09   6.5e-07
  40   1.7e-09   4.4e-11   7.5e-11   1.3e-09
  60   4.4e-11   1.2e-12   5.0e-12   8.2e-12
  80   8.1e-12   4.4e-13   8.3e-13   1.6e-14
 100   2.1e-12   1.3e-13   2.0e-13   1.1e-16
signed errors, actual and predicted:
MHL n^(4/3), 100 points: -7.8084e-12, -7.8228e-12 bohr^-1
MHL B88, 100 points: 5.9601e-12, 5.9712e-12 hartree
MK n^(4/3), 800 points: -2.6948e-23, -2.7336e-23 bohr^-1
TA n^(4/3), 400 points: 1.8447e-20, 1.8469e-20 bohr^-1
tail orders for n^(4/3): MK 10.000, TA 8.747
MK B88 order, 400 to 800 points: 7.123; limit 7.500
TA B88 order, 400 to 800 points: 6.419; limit 6.560
density zero r* = 0.84024 + 0.57120 i bohr
its image t* = 0.55080 + 0.38209 i
DE amplitude, h = 0.05: actual 9.3726e-25, predicted 8.5862e-25 bohr^-1
DE points per decimal digit, exponential factor: 5.75
DE relative error, 25 points: two exponents 8.7e-07, one exponent 4.6e-14
success
```
